# Square law for radiation-induced threshold shift in gate oxides

Take two silicon dioxide gate layers, 50 nm and 100 nm thick, and give both the same dose of gamma rays at the same oxide field. In the model treated here, the thicker one traps about twice as many holes, $5.25\times10^{10}$ against $2.56\times10^{10}\ \mathrm{cm^{-2}}$. Its threshold voltage, however, moves by $-238$ mV against $-56$ mV, a factor of 4.2. Two things need explaining: why the shift grows so much faster than the trapped charge, and why the factor is a little more than four.

## Setting and assumptions

The oxide fills $0<x<t$, with the gate at $x=0$ and silicon at $x=t$. Its permittivity is $\varepsilon$, and $q>0$ is the elementary charge. The field $E$ is positive when it points towards silicon.

**A1. Uniform ionisation.** A dose $D$ creates $gD$ electron-hole pairs per volume. A fraction $Y$ escapes initial recombination, so that
$$G=g\,D\,Y$$
holes per volume are set free, equally at every depth.

**A2. Complete sweep-out.** The gate is positive during irradiation. Electrons leave through the gate without being trapped. Holes drift to silicon, and the untrapped ones have left before the threshold is read.

**A3. A fixed trapping layer.** Hole traps occupy the last width $w<t$ next to silicon. A hole in this layer is caught with probability $\kappa$ per unit length, and few traps are filled. A hole that enters the layer crosses it uncaught with probability $e^{-\kappa w}$, so the captured fraction is
$$f=1-e^{-\kappa w}.$$
The values of $w$ and $\kappa$ do not depend on $t$.

**A4. Equal conditions.** Oxides of different thickness are compared at equal dose and equal oxide field during irradiation. This matters because $Y$ and $\kappa$ depend on the field. The field of the trapped charge is small beside the applied one.

**A5. Oxide charge alone.** Trapped holes stay where they are until readout, and charge in interface traps is not counted.

**Theorem.** Under A1 to A5 the threshold shift is
$$\Delta V_T=-\frac{qGf\,t^2}{\varepsilon}\left[1-\frac wt+c\,\frac{w^2}{t^2}\right],\qquad 0<c\le\tfrac12,$$
where $c$ depends on $f$ alone. For $w\ll t$,
$$\Delta V_T\simeq-\frac{q\,g\,D\,Y f}{\varepsilon}\,t^2 .$$

The proof needs two lemmas, and each supplies one power of $t$.

## Lemma 1: charge counts by its distance from the gate

**Lemma 1.** A charge density $\rho(x)$ added to the oxide changes the threshold voltage by
$$\Delta V_T=-\frac1\varepsilon\int_0^t x\,\rho(x)\,dx .$$

*Proof.* The gate voltage is the sum of a constant set by the materials, the surface potential of silicon, and the drop $V_{ox}=\int_0^tE\,dx$ across the oxide. Threshold is defined by a fixed surface potential. This fixes the charge in the silicon and hence, by Gauss's law, the oxide field $E(t)$ at the silicon surface. At threshold, therefore, only $V_{ox}$ can change, and it must do so with $E(t)$ held fixed.

Inside the oxide $dE/dx=\rho/\varepsilon$. Integration from $x$ to $t$ gives
$$E(x)=E(t)-\frac1\varepsilon\int_x^t\rho(x')\,dx' .$$
A second integration, over the whole oxide, gives
$$V_{ox}=tE(t)-\frac1\varepsilon\int_0^tdx\int_x^tdx'\,\rho(x').$$
The double integral covers the region $0<x<x'<t$. If $x$ is integrated first, it runs from 0 to $x'$ and contributes a factor $x'$. The double integral is thus $\int_0^tx'\rho(x')\,dx'$. The term $tE(t)$ is the same with and without the added charge, so the difference is the stated result. $\square$

Positive charge makes the shift negative: it does part of the gate's work of attracting electrons to the silicon surface. Charge beside the gate is screened by the gate and has almost no effect. Charge beside silicon has the full lever arm $t$. A sheet of $N$ holes there gives $-qNt/\varepsilon$, which is the charge divided by the oxide capacitance per area.

## Lemma 2: the trapped charge grows with thickness

**Lemma 2.** Let $a=t-w$ be the front edge of the trapping layer and $s=x-a$ the depth inside it. The density of trapped holes in the layer is
$$n(s)=G+G(\kappa a-1)e^{-\kappa s},$$
and their number per area is
$$N_{ot}=G\left[fa+w-\frac f\kappa\right].$$

*Proof.* Let $F(x)$ be the number of holes per area that cross the plane $x$ towards silicon, counted until all have passed. No holes enter from the gate, so $F(0)=0$. In front of the layer holes are added and none are lost: $dF/dx=G$, and $F(a)=Ga$.

In the layer a slab $ds$ adds $G\,ds$ holes and catches $\kappa F\,ds$:
$$\frac{dF}{ds}=G-\kappa F .$$
A constant solution is $G/\kappa$, and the deviation from it decays as $e^{-\kappa s}$. The starting value $Ga$ fixes the amplitude:
$$F(s)=\frac G\kappa+\left(Ga-\frac G\kappa\right)e^{-\kappa s}.$$
The trapped density is $n=\kappa F$, as stated. With $\int_0^we^{-\kappa s}ds=(1-e^{-\kappa w})/\kappa=f/\kappa$, its integral is
$$N_{ot}=Gw+G(\kappa a-1)\frac f\kappa=G\left[fa+w-\frac f\kappa\right].\qquad\square$$

For a thin layer at given $f$ this becomes $N_{ot}\simeq Gft$. Every depth of the oxide sends its holes through the same layer, so the supply is proportional to $t$ while the captured fraction stays fixed.

## Proof of the theorem

By Lemma 1, $\Delta V_T=-(q/\varepsilon)M$ with
$$M=\int_0^w(a+s)\,n(s)\,ds=aN_{ot}+\int_0^ws\,n(s)\,ds .$$
The last integral contains
$$J=\int_0^ws\,e^{-\kappa s}ds=-\frac{w(1-f)}\kappa+\frac f{\kappa^2},$$
found by integration by parts with $e^{-\kappa w}=1-f$. Hence
$$\int_0^ws\,n\,ds=G\left[\frac{w^2}2+\kappa aJ-J\right].$$
Adding $aN_{ot}$ gives
$$\frac MG=fa^2+a\left[w-\frac f\kappa+\kappa J\right]+\frac{w^2}2-J .$$
Since $\kappa J=f/\kappa-w+wf$, the square bracket reduces to $wf$. The first two terms are then $fa(a+w)=f(t-w)t$, and
$$M=G\left[f\,t(t-w)+\frac{w^2}2-J\right].$$
Taking out $ft^2$ yields the bracket of the theorem, with
$$c=\frac{w^2/2-J}{fw^2}.$$

To see that $c$ depends on $f$ alone, put $\lambda=\kappa w=-\ln(1-f)$. Then $J/w^2=[f-\lambda(1-f)]/\lambda^2$, which contains no length. For the bounds, write
$$\frac{w^2}2-J=\int_0^ws\,(1-e^{-\kappa s})\,ds .$$
The factor $1-e^{-\kappa s}$ is positive for $s>0$ and no larger than $f$, so the integral lies between 0 and $fw^2/2$. This gives $0<c\le\frac12$. $\square$

**Two limits of the capture.** For weak capture, $1-e^{-\kappa s}\simeq\kappa s$ and $f\simeq\kappa w$. The integral is $\kappa w^3/3$, and $c\to\frac13$. For complete capture, $f\to1$, $J/w^2\to0$ and $c\to\frac12$, so that $M=G(t^2-tw+w^2/2)=G(a^2+t^2)/2$. This can be read directly. The $Ga$ holes from the bulk all stop at the front edge $a$ and contribute $Ga^2$. Holes made in the layer stop where they are made and contribute $G(t^2-a^2)/2$.

**Corollary (local exponent).** Let $u=w/t$. Since $M\propto t^2-wt+cw^2$,
$$p=\frac{d\ln|\Delta V_T|}{d\ln t}=\frac{2t^2-wt}{t^2-wt+cw^2}=\frac{2-u}{1-u+cu^2}=2+u+O(u^2).$$
The finite layer lowers the shift, and it does so by a larger fraction in thin oxides. The apparent power is therefore slightly above two when $u$ is small.

## Worked example

The parameters are rough typical values for thermal oxide under gamma rays at room temperature: density $2.2\ \mathrm{g/cm^3}$, 17 eV per pair, relative permittivity 3.9, $w=5$ nm and $f=0.10$. The dose is 10 krad(SiO$_2$), given in 1000 s at 1 MV/cm. The yield is modelled as $Y=E/(E+E_1)$ with $E_1=0.5$ MV/cm, which gives $Y=0.667$.

One krad deposits 10 J/kg, or $2.2\times10^{-2}\ \mathrm{J/cm^3}$. Division by 17 eV gives $8.08\times10^{15}$ pairs per $\mathrm{cm^3}$. Thus
$$G=8.08\times10^{15}\times10\times0.667=5.39\times10^{16}\ \mathrm{cm^{-3}}.$$
For $t=50$ nm the square law gives
$$-\frac{(1.60\times10^{-19})(5.39\times10^{16})(0.10)(5\times10^{-6})^2}{3.45\times10^{-13}}\ \mathrm V=-62\ \mathrm{mV}.$$
Here $c=0.338$ and $u=0.1$, so the bracket is $1-0.1+0.0034=0.903$ and the shift is $-56$ mV.

| $t$ (nm) | square law (mV) | full formula (mV) |
|---|---|---|
| 25 | $-15.6$ | $-12.7$ |
| 50 | $-62.5$ | $-56.4$ |
| 100 | $-249.8$ | $-237.6$ |

As a test, the drift and capture of holes were simulated step by step, and Poisson's equation was then solved for the threshold voltage. The shifts agree with the full formula to the digits shown.

The factor of 4.2 in the opening is now accounted for. It is $4\times0.951/0.903=4.21$: one factor of two from the supply of holes, one from the lever arm, and a small excess from the layer's finite width. From 25 to 50 nm the factor is 4.44. The local exponent is 2.10 at 50 nm and 2.01 at 400 nm.

## What each assumption does to the exponent

**Position of the traps.** Reverse the bias and place the same layer beside the gate. The number caught is unchanged, but the charge profile is mirrored: a hole that was at distance $x$ from the gate is now at $t-x$, which is its new lever arm. Hence
$$M'=tN_{ot}-M=G\left[\left(w-\frac f\kappa\right)t-\frac{w^2}2+J\right].$$
The shift is linear in $t$, apart from a constant. The simulated exponent at 400 nm is 1.01.

**Extent of the traps.** Let weak traps fill the whole oxide, with $\kappa t\ll1$. Then $F\simeq Gx$ and $n\simeq\kappa Gx$, so $M\simeq\kappa Gt^3/3$. The captured fraction itself now grows with thickness, and the simulated exponent is 3.00.

**Filling of the traps.** Let $N_T$ be the trap density. If all traps are full, $M=N_Tw(t-w/2)$ and the exponent is $t/(t-w/2)$, or 1.05 at 50 nm. For nearly empty traps $\kappa=\sigma N_T$, where $\sigma$ is the hole capture cross-section, so $\sigma$ fixes $N_T$ at given $\kappa$. With $\sigma=3\times10^{-14}\ \mathrm{cm^2}$, the simulation gives 1.77 at 1 Mrad and 1.05 at 100 Mrad. These two runs include filling but not the field of the trapped charge. At 50 nm the trapped charge would change the field across the layer by about 0.85 MV/cm at 1 Mrad and 1.6 MV/cm at 100 Mrad. Neither is small beside the applied 1 MV/cm, so both runs show the effect of filling alone.

**Sweep-out.** Suppose that the holes are frozen where they were made, as can happen at low temperature. With the same $G$,
$$M=\int_0^txG\,dx=\frac{Gt^2}2 .$$
This is again a square law, with $\frac12$ in place of $f$. At 50 nm the shift is $-312$ mV, five times the leading result for $f=0.1$. A measured square law is therefore not sufficient evidence that the holes are trapped near silicon.

**Equal field.** At fixed gate voltage, $E\propto1/t$. The yield then contributes to the exponent
$$-\frac{d\ln Y}{d\ln E}=-\frac{E_1}{E+E_1}=-0.33 .$$
If also $\kappa\propto E^{-1/2}$, then $\kappa\propto t^{1/2}$. From $f=1-e^{-\kappa w}$ one has $d\ln f/d\ln\kappa=\kappa w(1-f)/f$, and the capture contributes half of this, $+0.47$. Around 50 nm the simulated exponent changes from 2.10 to 1.77 with the yield effect alone, and to 2.24 with both. These values depend on the form chosen for the yield: with $Y=(1+0.55/E)^{-0.7}$, $E$ in MV/cm, they become 1.85 and 2.33. An exponent near two at fixed voltage can thus result from two opposing effects.

## Comparison with a real oxide

Gate oxides of 50 to 100 nm are in the range used in n-channel power transistors; the 25 nm case serves to show the scaling. The least certain parameter is $f$. It depends strongly on processing, from roughly a few per cent in hardened oxides to several tens of per cent in others, and the leading shift is proportional to it. If a thicker oxide is grown by a different process, $f$ may change as well, and the comparison no longer isolates thickness.

At room temperature A5 can fail markedly, because trapped holes need not stay. Electrons can tunnel from silicon and neutralise them. For a rectangular barrier of 4.2 eV, a mass of half the free electron's and an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, holes within about 2.5 nm of silicon are cleared in 1000 s. If every hole in that zone is accessible, 49 % of the 50 nm shift remains, about $-28$ mV instead of $-56$ mV. This share depends strongly on the uncertain tunnelling parameters: a barrier of 3.1 eV with a mass of 0.42 free-electron masses clears about 3.2 nm and leaves about 35 %, while an attempt rate of $10^{10}\ \mathrm{s^{-1}}$ clears about 2.0 nm and leaves about 58 %. The cleared depth does not depend on $t$, so for thick oxides this replaces $f$ by a smaller net fraction and leaves the limiting power at two. The exponent is 2.16 at 50 nm and 2.02 at 400 nm. If both faces clear holes to this depth, an oxide thinner than about 5 nm has no protected interior, and the theorem does not apply to it.

Interface traps are a separate contribution. Each $10^{10}\ \mathrm{cm^{-2}}$ of charged ones moves the threshold of the 50 nm device by 23 mV in size. In an n-channel device they are typically negative at threshold and oppose the oxide shift. About $2.4\times10^{10}\ \mathrm{cm^{-2}}$ of them would cancel the $-56$ mV of this example, and more would make the total shift positive. Their density is not predicted here.

The other effects estimated for 50 nm are smaller:

- Trap filling removes 0.3 % of the shift.
- The trapped sheet changes the field across itself by 0.012 MV/cm, about 1 % of the applied field.
- Electrons made inside the layer could neutralise at most about 3 % of the trapped holes, for a generous cross-section of $10^{-12}\ \mathrm{cm^2}$.
- If every hole crosses the oxide within 1 s, those still moving when the beam stops add at most about 1 % of the leading shift. In real oxides the transit times are widely spread, and a slow tail of holes can add much more than this. A2 then requires a readout late enough for the tail to have left.
- Fowler-Nordheim injection, for a barrier of 3.1 eV and a mass of 0.42 free-electron masses, carries a factor of about $e^{-242}$ at 1 MV/cm and is negligible.

For design, the result says that halving the thickness reduces the oxide-charge shift by slightly more than a factor of four, provided that dose, oxide field, layer width and captured fraction stay the same, the untrapped holes have left before readout, few traps are filled, and the oxide remains much thicker than the trapping layer. The excess over four grows with $w/t$. From 50 to 25 nm the factor is 4.44 for $w=5$ nm, 4.98 for $w=10$ nm, and about 4.7 for $w=5$ nm with the tunnel clearing estimated above. The rule does not cover interface-trap charge.

## Table of computed values

```
Pairs per dose: 8.077e+15 cm^-3 per krad
Dose: 10 krad in 1000 s
Oxide field: 1.0 MV/cm; escape yield: 0.667
Pair energy: 17 eV; density: 2.2 g/cm^3
Escaped pairs G: 5.385e+16 cm^-3
Layer width: 5.0 nm; captured fraction f: 0.10
Capture probability kappa: 0.02107 nm^-1; c: 0.3377
t = 25 nm: trapped holes 1.214e+10 cm^-2, simulated shift -12.70 mV
   square law -15.62 mV, full formula -12.70 mV
t = 50 nm: trapped holes 2.560e+10 cm^-2, simulated shift -56.43 mV
   square law -62.46 mV, full formula -56.43 mV
t = 100 nm: trapped holes 5.253e+10 cm^-2, simulated shift -237.56 mV
   square law -249.84 mV, full formula -237.56 mV
Shift ratio 50/25 nm: 4.442
Shift ratio 100/50 nm: 4.210
Exponent at 50 nm: simulated 2.103, formula 2.103
Exponent at 400 nm: 2.013
Exponent, trapping near gate (400 nm): 1.008
Exponent, weak trapping in whole oxide (50 nm): 3.000
Fixed voltage, 50 nm, yield varies: exponent 1.770
   and capture varies as field^-1/2: exponent 2.244
   predicted changes: yield -0.333, capture 0.474
Trap sheet density: 3.51e+12 cm^-2 (hole cross-section 3e-14 cm^2)
Shift lost by trap filling, 50 nm: 0.34 %
Exponent with filling only, 1 Mrad: 1.771
Exponent with filling only, 100 Mrad: 1.053
Frozen uniform holes, 50 nm: shift -312.3 mV
Tunnelling: barrier 4.2 eV, mass 0.5 m_e, attempt rate 1e+13 s^-1
Depth cleared in 1000 s: 2.48 nm; both faces: 4.96 nm
Part of shift left after clearing, 50 nm: 49.0 %
Exponent after clearing: 2.161 (50 nm), 2.019 (400 nm)
Field step of trapped charge: 0.0119 MV/cm
Electron capture by trapped holes, upper size: 2.69 % (cross-section 1e-12 cm^2)
Holes in transit (transit 1 s), upper size: 1.00 % of shift
Interface traps, 1e+10 cm^-2 charged: 23.2 mV in size
Fowler-Nordheim factor: exp(-242) at 1.0 MV/cm
```
